# Shinnar-Le Roux pulse design: hard-pulse trains as pairs of polynomials, part 2

The Shinnar-Le Roux (SLR) method designs a radio-frequency pulse for an isolated spin-1/2 without relaxation, initially $M_0\hat z$. In the rotating frame $H=-\frac{\hbar}{2}\,\boldsymbol\Omega\cdot\boldsymbol\sigma$, $\boldsymbol\Omega=(\gamma B_{1x},\ \gamma B_{1y},\ \Delta\omega)$, with offset $\Delta\omega$ in rad/s. Each of $n$ steps of length $\Delta t$ is a precession $P=\mathrm{diag}(z^{1/2},z^{-1/2})$, $z=e^{ix}$, $x=\Delta\omega\Delta t$, then a hard pulse of angle $\varphi_j$ and phase $\theta_j$:

$$R=\begin{pmatrix}C&-S^*\\S&C\end{pmatrix},\qquad C=\cos\frac\varphi2,\quad S=ie^{i\theta}\sin\frac\varphi2 .$$

The train $U=R_nP\cdots R_1P$ has first column $(\alpha,\beta)=z^{n/2}(A,B)$ and second column $(-\beta^*,\alpha^*)$. $A,B$ are polynomials in $z^{-1}$ with coefficients $a_k,b_k$; $A_j,B_j$ are those after $j$ steps. On $|z|=1$, $|A|^2+|B|^2=1$. From equilibrium $M_+=M_x+iM_y=2A^*BM_0$ and $M_z=(1-2|B|^2)M_0$. Also

$$a_0=\prod_{j=1}^n\cos\frac{\varphi_j}{2}.$$

For small tips, $M_+\approx iM_0\sum_j\varphi_je^{i\theta_j}e^{-i\Delta\omega(n-j)\Delta t}$, the Fourier relation.

A pair with $a_0>0$ fixes a unique train with $0\le\varphi_j<\pi$, found backwards from

$$\varphi_j=2\arctan\left|\frac{b_0}{a_0}\right|,\qquad\theta_j=\arg\left(-i\,\frac{b_0}{a_0}\right),$$

$$A_{j-1}=CA_j+S^*B_j,\qquad z^{-1}B_{j-1}=-SA_j+CB_j .$$

One chooses $B=i\sin(\Phi/2)\,h(z)$, with nominal flip angle $\Phi$ and real filter taps $h_k$; symmetric taps give $h=z^{-(n-1)/2}h_r(x)$, $h_r$ real. Passband and stopband ripples are $\delta_1,\delta_2$. For $\Phi=90^\circ$ and $u=\delta_1+\delta_1^2/2$, the passband loss is $1-\sqrt{1-4u^2}$, the largest passband $|M_z|/M_0$ is $2u$, and the stopband $|M_+|/M_0\approx\sqrt2\,\delta_2$.

If $\max|B|<1$, the zeros of $1-|B|^2$ pair as $(r_l,1/r_l^*)$, $|r_l|<1$. Each partner $A=a_0\prod(1-\rho_lz^{-1})$ takes one zero from each pair; the minimum-phase $A_{\min}$ takes all inner ones, the largest having radius $r_{\max}$. For $|r|<1$, $\ln(1-rz^{-1})=-\sum_{k\ge1}r^kz^{-k}/k$. With $\tfrac12\ln(1-|B|^2)=\sum_kc_kz^{-k}$, the cepstral method computes, by Fourier transforms on a grid,

$$A_{\min}=\exp\Big(c_0+2\sum_{k\ge1}c_kz^{-k}\Big).$$

The tabulated $n=3$ example has $B(z)=i\sin45^\circ\,\frac{(1+z^{-1})^2}{4}$.

## What minimum phase minimises

The mean of $\ln|1-\rho z^{-1}|$ over the circle is zero for $|\rho|<1$, by the series above. For $|\rho|>1$, write $|1-\rho z^{-1}|=|\rho|\,|1-z/\rho|$; the second factor again averages to zero and the mean is $\ln|\rho|$. All partners share $|A|$, whose logarithm has mean $c_0$. With $\rho=1/r^*$ for each reflected zero, this is Jensen's formula:

$$\ln a_0=\frac1{4\pi}\int_{-\pi}^{\pi}\ln(1-|B|^2)\,dx+\sum_{\text{reflected}}\ln|r_l| .$$

Each reflection lowers $a_0$. Since $a_0=\prod\cos(\varphi_j/2)$, the minimum-phase factor is the unique minimiser of

$$F=-\sum_j\ln\cos\frac{\varphi_j}2=\sum_j\left(\frac{\varphi_j^2}{8}+\frac{\varphi_j^4}{192}+\dots\right),$$

where the series comes from integrating $\tan\eta=\eta+\eta^3/3+\dots$ up to $\eta=\varphi/2$. The pulse energy is proportional to $\sum|B_{1,j}|^2\Delta t=\sum\varphi_j^2/(\gamma^2\Delta t)$. The statement that minimum phase means minimum power is therefore proved only to leading order in the step angles; the exact statement concerns $F$. Because $\tan\eta\ge\eta$, one has the bound $\sum\varphi_j^2\le8F$, and $F_{\min}=-c_0$ is known from $|B|$ before the pulse is computed.

For a complex $B$ with $n=6$ and $\max|B|=0.9$, the inner zeros have radii $0.3279$, $0.3586$, $0.3805$, $0.4015$ and $0.7183$. Over the 32 partners $F$ runs from $0.15635$ to $4.50643$, and the second lowest, $0.48718$, exceeds the lowest by $-\ln0.7183$. Here the minimum-phase pulse also has the least $\sum\varphi^2$, $1.23321\ \mathrm{rad}^2$ against $3.71093\ \mathrm{rad}^2$ for the best of the others. That is an observation for this $B$, not a theorem.

## Symmetry and phase of the linear-phase design

For real $h$, $|B|^2$ is even in $x$, so the $c_k$ and the $a_k$ are real. Then $b_0/a_0$ is imaginary, $\theta$ is $0$ or $\pi$, and the back step keeps $A$ real and $B$ imaginary. The field lies along $\pm x$ and the angles may be treated as signed. At $z=1$ the rotations commute, so $B(1)=i\sin(\tfrac12\sum\varphi_j)$ and $A(1)=\cos(\tfrac12\sum\varphi_j)$. Also $A(1)=a_0\prod(1-r_l)>0$, since real zeros give positive factors and complex ones come in conjugate pairs. Hence $\sum\varphi_j=2\arcsin[\sin(\Phi/2)h(1)]$ modulo $4\pi$.

For symmetric $h$ the pulse is symmetric in time. Both $P$ and an $x$ rotation are symmetric matrices, so $U^T=PR_1P\cdots PR_n$ and the reversed train is $U'=R_1P\cdots R_nP=P^{-1}U^TP$. The first column of $U^T$ is $(\alpha,-\beta^*)$; the right factor $P$ multiplies it by $z^{1/2}$, and $P^{-1}$ then gives $(\alpha,-z\beta^*)$. Here $\beta=z^{n/2}B=i\sin(\Phi/2)h_rz^{1/2}$, so $-z\beta^*=\beta$. The reversed train has the same pair, and by uniqueness it is the same train.

A linear-phase $B$ does not give a linear-phase $M_+=2A^*BM_0$, because $A$ contributes. Near resonance $A\approx\sum a_k(1-ikx)$, so $\arg A\approx-\kappa x$ with $\kappa=\sum ka_k/\sum a_k$, and $\arg M_+\approx\pi/2-[(n-1)/2-\kappa]x$. Comparing with $e^{-i\Delta\omega t}$, the spins are dephased as if they had precessed for

$$t_{\rm eff}=\Delta t\left[\frac{n-1}{2}-\kappa\right].$$

This is the time to be refocused for spins near resonance, by a reversed gradient in slice selection or by an echo or a first-order phase correction for chemical shifts. With passband ripple the phase slope varies across the band, and the best single time for the whole band should be found by fitting the phase there.

## Real pulses

A spectrometer plays each step as a constant field, with rotation and precession at once. Let $X=ix\sigma_z/2$ and $Y=i\varphi\sigma_x/2$ (the phase $\theta$ only turns the axes). The true step is $e^{X+Y}$, to be compared with $e^{X/2}e^Ye^{X/2}=e^Z$ (Strang splitting). To find $Z$ use, with $\mathrm{ad}_V=[V,\cdot\,]$, the first-order formula

$$e^{V+W}\approx e^V+\int_0^1e^{(1-s)V}We^{sV}ds=e^{V/2}\Big[1+\big(1+\tfrac1{24}\mathrm{ad}_V^2+\dots\big)W\Big]e^{V/2},$$

which follows from $\int_0^1e^{(1/2-s)\mathrm{ad}_V}ds$, where odd powers integrate to zero. To first order in $Y$ the split step is $e^{X/2}(1+Y)e^{X/2}$, so $V=X$ and $W=Y-\tfrac1{24}\mathrm{ad}_X^2Y$. To first order in $X$ it is $e^Y+\tfrac12(Xe^Y+e^YX)=e^{Y/2}[1+\cosh(\tfrac12\mathrm{ad}_Y)X]e^{Y/2}$, so $V=Y$ and $W=X+(\tfrac18-\tfrac1{24})\mathrm{ad}_Y^2X$. Every mixed term up to third order is linear in $X$ or in $Y$, so these two results contain them all. From $[\sigma_z,[\sigma_z,\sigma_x]]=4\sigma_x$ and the factor $(i/2)^2$ we get $\mathrm{ad}_X^2Y=-x^2Y$, and likewise $\mathrm{ad}_Y^2X=-\varphi^2X$. Therefore

$$Z=\Big(1-\frac{\varphi^2}{12}\Big)X+\Big(1+\frac{x^2}{24}\Big)Y+\dots$$

For a fixed waveform, $x$ and $\varphi$ scale as $\Delta t$, the error per step is $O(\Delta t^3)$, and over $T/\Delta t$ steps it is $O(\Delta t^2)$. The product of split steps is $P^{1/2}UP^{-1/2}$. The right factor leaves $M_0\hat z$ unchanged and the left adds half a precession, so the real pulse gives $M_+\approx2A^*Bz^{-1/2}M_0$, and its $t_{\rm eff}$ is longer by $\Delta t/2$. The approximation needs $x\ll1$ over the band of interest and $\varphi_j\ll1$. The train's profile is periodic in frequency with period $1/\Delta t$. In the small-tip limit a constant step replaces each impulse by a rectangle, which multiplies the profile by $\sin(x/2)/(x/2)$ and weakens the repeated passbands without removing them.

## The algorithm

1. Choose $n$, $\Delta t$, the band edges and the weight, and compute the filter $h$.
2. Set $B=i\sin(\Phi/2)h$ and check that $\max|B|<1$.
3. Compute $A_{\min}$ by the cepstral method and keep $n$ coefficients.
4. For $j=n,\dots,1$, read $\varphi_j,\theta_j$ from $b_0/a_0$, apply $R_j^\dagger$, and drop the top coefficient of $A$ and the constant of the lower row.
5. Convert to $B_{1,j}=\varphi_je^{i\theta_j}/(\gamma\Delta t)$ and simulate the constant-step pulse.

## A band-selective $90^\circ$ pulse for $^{13}$C

The spin is taken to be an isolated $^{13}$C nucleus, and the single-spin model without relaxation is assumed to hold over the pulse. The chosen inputs are $\gamma/2\pi=10.7$ MHz/T (a model input, the $^{13}$C value being about 11 MHz/T; it gives $\gamma=6.72301\times10^7$ rad s$^{-1}$ T$^{-1}$), $B_0=9.4$ T, $n=64$, $T=2$ ms, band edges at 1650 Hz and 2350 Hz from the carrier, and stopband weight 10. The Larmor frequency is $10.7\times9.4=100.58$ MHz and the Zeeman splitting is $\hbar\gamma B_0=6.6645\times10^{-26}$ J. The step is $\Delta t=31.25\ \mu$s and the period is 32 kHz. The full width between the centres of the transition bands is $1650+2350=4000$ Hz, or 39.77 ppm, and the time-bandwidth product is 8.

The filter has $\delta_1=0.0983989$ and $\delta_2=0.00984555$, so $\max|B|=(1+\delta_1)/\sqrt2=0.776685$. These digits, and those derived from them below, refer to a Parks-McClellan grid density of 32 with the response read every 10 Hz. Reading the same taps more finely raises $\delta_1$ to $0.09842$ and $\delta_2$ to $0.009847$. A design grid eight times denser gives $\delta_1=0.09837$ and $\delta_2=0.009837$, lowers the stopband maximum by about $1\times10^{-5}M_0$, and moves the angle sum by $0.003^\circ$ and the largest angle by $0.0004^\circ$. Only about three figures of the ripples are properties of the specification itself. The cepstral factor has $a_0=0.960762$ and $r_{\max}=0.9335$, so the grid of 8192 points leaves aliasing far below rounding. The first inverse step has $b_0/i=-0.00458295$, so $-ib_0/a_0$ is negative, $\theta=\pi$, and the signed angle is $-2\arctan(0.00458295/0.960762)=-0.5466^\circ$. The largest angle is $11.9527^\circ$, which gives

$$B_{1,\rm peak}=\frac{11.9527\,\pi/180}{6.72301\times10^7\times31.25\times10^{-6}}\ \mathrm T=99.30\ \mu\mathrm T,$$

a nutation frequency of 1062 Hz, negligible against the Larmor frequency as the rotating-wave approximation requires. The functional is $F=-\ln0.960762=0.0400282$, and $\sum\varphi^2/8=0.0399778$ lies just below it. The energy measure is $8\times0.0399778/(\gamma^2\Delta t)=2264\ \mu\mathrm T^2\,\mathrm{ms}$.

With $u=\delta_1+\delta_1^2/2=0.10324$ the passband loss is $1-\sqrt{1-4(0.10324)^2}=0.02155$, equal to the Bloch result. The estimate $2\delta_1^2=0.01936$ is low by about the fraction $\delta_1$. The stopband maximum is $0.0139234\,M_0$, against $\sqrt2\delta_2=0.0139237$.

The angles add to $101.909^\circ$, not $90^\circ$. Exact resonance is a ripple maximum of the filter, $h(1)=1.09834$, and $2\arcsin(1.09834/\sqrt2)=101.909^\circ$. The transverse signal loses only about 2%, but $|M_z|$ reaches $2u=0.2065\,M_0$ in the passband. This pulse excites well and saturates badly; a saturation pulse needs $\delta_1$ itself to be small. It also follows that calibrating the amplitude for $90^\circ$ on resonance would mis-set the pulse. The dephasing time on resonance is $t_{\rm eff}=1.0733$ ms $=0.5366\,T$, longer than $T/2$, so $\kappa$ is negative here. It is not the best value for the whole band. For the constant-step pulse the slope on resonance is $1.09$ ms, while a straight-line fit to the phase over the passband gives $1.028$ ms; refocusing with the fitted value reduces the largest phase error from about $33^\circ$ to $9^\circ$.

The naive pulse $\varphi_j=(\pi/2)h_{n-j}$, which applies the Fourier relation at $90^\circ$, has passband loss $0.0900$ and stopband maximum $0.0912\,M_0$, several times the SLR values. Played as constant steps, the SLR pulse keeps its passband loss ($0.02152$), while the stopband maximum within $\pm16$ kHz rises from $0.0139$ to $0.0160\,M_0$. In the small-tip limit the factor $\sin(x/2)/(x/2)$ would lower the response. At a total flip near $90^\circ$ the low stopband rests on a cancellation between linear and higher-order terms: at 2350 Hz the linear term $|\sum_j\varphi_je^{ijx}|$ alone is $0.159$, while the full response of the hard-pulse train is $0.0139\,M_0$. Small changes of the steps can therefore raise the response at some offsets and lower it at others. Reduced rotation angles are only part of the change. Applying the factor $\sin(x/2)/(x/2)$ to the angles of the hard-pulse train at each offset gives a similar stopband maximum, $0.0161\,M_0$, but places it at the band edge, where the constant-step pulse gives only $0.0113\,M_0$; the maximum of the constant-step pulse lies near 2490 Hz. The formula for $Z$ also contains a correction to the precession, which this estimate leaves out: to mimic a constant step, the precession around pulse $j$ in the symmetric splitting must be lengthened by the factor $1+\varphi_j^2/12$. With both corrections the split train gives $0.0113\,M_0$ at the edge and a maximum of $0.0160\,M_0$ near 2490 Hz, and it follows the constant-step stopband to about $2\times10^{-5}M_0$ below 4 kHz. The splitting error for offsets up to 4 kHz is $8.53\times10^{-3}M_0$, and it falls to $2.13\times10^{-3}$ and $5.32\times10^{-4}$ when each step is split in two and in four; the ratios $4.009$ and $4.002$ confirm the $\Delta t^2$ law. In the repeated passband around $+32$ kHz the constant-step pulse still excites up to $0.092\,M_0$. This agrees roughly with the small-tip factor, which near $x=2\pi$ is about $1650/32000$ at the band edge, multiplied by the Fourier sum $|\sum_j\varphi_je^{ijx}|$ of the step angles. That sum equals the total angle, about $102^\circ$ or $1.78$ rad, at the centre of the band. Assuming it stays of that size out to the edge gives $0.052\times1.78\approx0.09$, which is an order-of-magnitude estimate only. Spins at such offsets call for a smaller $\Delta t$ or an interpolated waveform.

## What the numerical check tests

The numerical check compares the forward polynomials with products of matrix exponentials of $H$ for a random complex train, the magnetisation map with exponentials of the $3\times3$ Bloch generator, and the inverse recursion with the original angles. It compares the cepstral factor with the factor built from roots, $a_0$ with Jensen's integral by quadrature, and all 32 partners of the $n=6$ case with the reflection rule and with direct spin propagation. For the 64-step pulse it verifies the absence of outer zeros, the reality, time symmetry and angle sum, the ripple formulas, $t_{\rm eff}$ by finite differences, the small-tip limit, the periodicity and the order of the splitting error. Unitarity holds to $2.4\times10^{-15}$, the discarded coefficients stay below $1.7\times10^{-15}$, and the Bloch simulation of the train matches $2A^*B$ to $1.4\times10^{-14}$.

## Computed values

```
n=3: b/i = [0.176777 0.353553 0.176777]  a = [ 0.888716 -0.146447 -0.035163]
n=3: zeros of A = [ 0.297693+0.j -0.132909+0.j]  |r| = [0.297693 0.132909]
n=3: |b0/a0| = 0.198912
n=3: A_2 = [ 0.906127 -0.074658]  B_2/i = [0.37533 0.18024]
n=3: phi (deg) = [22.5 45.  22.5]
n=6: max|B| = 0.9, |r| = [0.3279 0.3586 0.3805 0.4015 0.7183]
n=6: F min-phase 0.15635, next 0.48718, max 4.50643
n=6: sum phi^2 (rad^2) min-phase 1.23321, least other 3.71093, max 20.69502
gamma/2pi = 10.7 MHz/T
gamma = 6.72301e+07 rad/(s T)
B0 = 9.4 T
Larmor frequency = 100.58 MHz
hbar*gamma*B0 = 6.6645e-26 J
n = 64 
T = 2 ms
dt = 31.25 us
period 1/dt = 32 kHz
pass edge = 1650 Hz
stop edge = 2350 Hz
stop weight = 10 
bandwidth fp+fst = 4000 Hz
bandwidth = 39.7693 ppm
time-bandwidth = 8 
delta1 = 0.0983989 
delta2 = 0.00984555 
u = 0.10324 
h(1) = 1.09834 
max|B| = 0.776685 
a0 = prod C = 0.960762 
largest zero radius of A = 0.9335 
F = 0.0400282 
sum phi^2/8 = 0.0399778 rad^2
b0/i = -0.00458295 
last angle phi_n = -0.546612 deg
largest angle = 11.9527 deg
sum of angles = 101.909 deg
peak B1 = 99.2958 uT
peak nutation = 1062.46 Hz
integral B1^2 dt = 2264.29 uT^2 ms
pass loss 1-|M+| (Bloch) = 0.0215492 M0
2 delta1^2 = 0.0193647 
pass max |Mz| = 0.20648 M0
stop max |M+| (Bloch) = 0.0139234 M0
sqrt2 delta2 = 0.0139237 
t_eff = 1.07326 ms
t_eff/T = 0.536632 
naive pulse pass loss = 0.0900333 M0
naive pulse stop max |M+| = 0.0911867 M0
const-step pass loss = 0.0215223 M0
const-step stop max |M+| = 0.0159978 M0
const-step alias band max |M+| = 0.0916542 M0
splitting error |f|<=4 kHz, m=1,2,4: 8.532e-03 2.129e-03 5.319e-04 M0
error ratios: 4.009 4.002
unitarity 2.4e-15, discarded terms 1.7e-15, Bloch vs 2A*B 1.4e-14
```
